# Dipole of an s–p hybrid from smooth and augmented densities

## Problem

An electron in the \(n=2\) level of hydrogen occupies the real hybrid orbital

\[
\psi=\cos\alpha\,s+\sin\alpha\,p_z .
\]

The proton is fixed at the origin, and relativity and spin are left out. Lengths are in bohr, \(a_0\), and \(r\) stands for the distance divided by \(a_0\). The normalised radial waves are

\[
R_s=\frac{(r-2)e^{-r/2}}{\sqrt8},\qquad
R_p=\frac{r\,e^{-r/2}}{\sqrt{24}} .
\]

The overall sign of \(R_s\) is chosen so that it is positive outside its node at \(r=2\). Both waves belong to the same energy, so in this model the hybrid is a stationary state.

In the projector augmented-wave (PAW) method the orbital is represented by a smooth orbital \(\tilde\psi\), together with corrections inside a sphere around the nucleus. Let the sphere have radius \(r_c=4\). Outside it the smooth waves equal the true ones. Inside it they have the form

\[
\tilde R_l=r^l\times(\text{constant}+\text{term in }r^2+\text{term in }r^4),
\]

with value, slope and curvature matched at \(r_c\). Their norm is not required to be 1. The smooth hybrid is \(\tilde\psi=\cos\alpha\,\tilde s+\sin\alpha\,\tilde p_z\).

The quantity to compute is the mean position \(\langle z\rangle\) of the electron. The electronic dipole moment is \(-e\langle z\rangle\), because the electron has charge \(-e\).

1. Find the smooth waves.
2. Find \(\langle z\rangle\) from the all-electron density \(|\psi|^2\).
3. Find it from the smooth density \(|\tilde\psi|^2\) alone.
4. Find the augmentation dipole, add it to the smooth one, and compare with the all-electron value.
5. Repeat the comparison with the nucleus moved to \(z=Z\).

Use \(\alpha=45^\circ\), the equal sp hybrid, for numbers.

## A first estimate by scaling

The \(n=2\) waves extend over a length of about \(L=n^2=4\). Normalisation in a volume of order \(L^3\) gives \(R_s\sim L^{-3/2}\). The p wave grows linearly from the nucleus, so \(R_p\sim L^{-3/2}(r/L)\).

The dipole comes from the product of s and p, weighted by \(r^2\) from the volume element and by \(r\) from \(z\). With numerical factors dropped,

\[
\langle z\rangle\sim\int_0^L r^3\,L^{-3}\,\frac rL\,dr\sim\frac{L^5}{L^4}=L=4 .
\]

The smooth s wave is meant to have no node, while the true one changes sign at \(r_0=2\). Suppose that the two densities differ mainly inside this node. The same integral, cut off at \(r_0\), then gives the size of the augmentation dipole:

\[
|\Delta\langle z\rangle|\sim\frac{r_0^5}{L^4}=\frac{32}{256}\approx0.13,
\qquad
\frac{|\Delta\langle z\rangle|}{\langle z\rangle}\sim\left(\frac{r_0}{L}\right)^5=\frac1{32}\approx3\% .
\]

The sign can be estimated too. Inside the node the true product of s and p radial waves is negative and the smooth one is positive. The correction, true minus smooth, should be negative: the smooth density alone should give too large a dipole.

## Exact solution

### 1. The smooth waves

Put \(x=r/4\), so that the sphere boundary is \(x=1\). For the s wave, define

\[
F(x)=\sqrt8\,R_s=(4x-2)e^{-2x}.
\]

Its derivatives with respect to \(x\) are

\[
F'=[4-2(4x-2)]e^{-2x}=(8-8x)e^{-2x},
\]
\[
F''=[-8-2(8-8x)]e^{-2x}=(16x-24)e^{-2x}.
\]

At \(x=1\) these give \(F=2e^{-2}\), \(F'=0\) and \(F''=-8e^{-2}\). Matching \(e^{-2}(a+bx^2+cx^4)\) to them requires

\[
a+b+c=2,\qquad 2b+4c=0,\qquad 2b+12c=-8 .
\]

Subtracting the second equation from the third gives \(8c=-8\), so \(c=-1\), \(b=2\) and \(a=1\).

For the p wave the common factor \(r\) can be divided out: if two functions agree in value, slope and curvature, so do their products with \(r\). The function to match is \(\sqrt{24}\,R_p/r=e^{-2x}\). Its value and first two derivatives at \(x=1\) are \(e^{-2}\), \(-2e^{-2}\) and \(4e^{-2}\). Hence

\[
a+b+c=1,\qquad 2b+4c=-2,\qquad 2b+12c=4 .
\]

Subtraction gives \(8c=6\), so \(c=\tfrac34\), \(b=-\tfrac52\) and \(a=1+\tfrac52-\tfrac34=\tfrac{11}4\).

Inside the sphere, therefore,

\[
\tilde R_s=\frac{e^{-2}}{\sqrt8}S(x),\qquad S=1+2x^2-x^4,
\]
\[
\tilde R_p=\frac{r\,e^{-2}}{\sqrt{24}}P(x),\qquad
P=\frac{11}4-\frac52x^2+\frac34x^4 .
\]

Since \(S=1+x^2(2-x^2)\ge1\) for \(0\le x\le1\), the smooth s wave has no node in the sphere. As a quadratic in \(x^2\), \(P\) has discriminant \(\tfrac{25}4-\tfrac{33}4=-2\), so it has no real zero and is positive.

### 2. The all-electron dipole

Expanding the square of the hybrid gives

\[
\langle z\rangle=\cos^2\alpha\,\langle s|z|s\rangle+\sin^2\alpha\,\langle p_z|z|p_z\rangle
+2\sin\alpha\cos\alpha\,\langle s|z|p_z\rangle .
\]

The densities \(s^2\) and \(p_z^2\) are even under \(z\to-z\), while \(z\) is odd. The first two terms vanish. The dipole is an interference term between s and p.

The angular functions are \(Y_s=1/\sqrt{4\pi}\) and \(Y_p=\sqrt{3/4\pi}\cos\theta\). With \(z=r\cos\theta\), the angular integral is

\[
\int Y_s\cos\theta\,Y_p\,d\Omega
=\frac{\sqrt3}{4\pi}\int\cos^2\theta\,d\Omega
=\frac{\sqrt3}{4\pi}\,\frac{4\pi}3=\frac1{\sqrt3}.
\]

The constants combine to \(1/\sqrt{3\cdot8\cdot24}=1/\sqrt{576}=1/24\). Using \(\int_0^\infty r^ne^{-r}dr=n!\),

\[
\langle s|z|p_z\rangle=\frac1{24}\int_0^\infty r^4(r-2)e^{-r}dr
=\frac{120-2\cdot24}{24}=3 .
\]

Because \(2\sin\alpha\cos\alpha=\sin2\alpha\),

\[
\boxed{\langle z\rangle=3\sin2\alpha}
\]

in units of \(a_0\). This vanishes for a pure s or a pure p orbital, and it reverses when the relative sign of s and p is reversed. For the equal sp hybrid it is \(3\,a_0\).

### 3. The smooth density alone

Outside the sphere the two densities coincide. Repeated integration by parts gives

\[
J_n=\int_4^\infty r^ne^{-r}dr=n!\,e^{-4}\sum_{k=0}^n\frac{4^k}{k!} .
\]

The values needed here are \(J_5=5144e^{-4}\) and \(J_4=824e^{-4}\). The outside part of \(\langle s|z|p_z\rangle\) is

\[
d_{\rm out}=\frac{J_5-2J_4}{24}=\frac{3496}{24}e^{-4}
=\frac{437}3e^{-4}=2.66798 .
\]

The true inside part is the remainder, \(d_{\rm in}=3-2.66798=0.33202\).

For the smooth inside part, \(r^4dr=4^5x^4dx=1024\,x^4dx\), and \(1024/24=128/3\). Thus

\[
\tilde d_{\rm in}=\frac{128}3e^{-4}\int_0^1x^4S(x)P(x)\,dx .
\]

In the product \(SP\), the coefficient of \(x^2\) is \(\tfrac{11}2-\tfrac52=3\). That of \(x^4\) is \(\tfrac34-5-\tfrac{11}4=-7\), and that of \(x^6\) is \(\tfrac32+\tfrac52=4\). Therefore

\[
SP=\frac{11}4+3x^2-7x^4+4x^6-\frac34x^8,
\]
\[
\int_0^1x^4SP\,dx=\frac{11}{20}+\frac37-\frac79+\frac4{11}-\frac3{52}
=\frac{22826}{45045},
\]

and \(\tilde d_{\rm in}=0.39600\). The smooth density alone gives

\[
\langle z\rangle_{\rm smooth}=\sin2\alpha\,(d_{\rm out}+\tilde d_{\rm in})
=3.06398\sin2\alpha .
\]

For the sp hybrid this is \(3.064\,a_0\), which is 2.1% above the all-electron value.

### 4. The augmentation dipole

Let \(\phi_i\) and \(\tilde\phi_i\) be the true and smooth partial waves, including their angular factors, with \(i=s,p\). The PAW reconstruction is

\[
\psi=\tilde\psi+\sum_i c_i(\phi_i-\tilde\phi_i),\qquad c_i=\langle\tilde p_i|\tilde\psi\rangle .
\]

The projectors \(\tilde p_i\) vanish outside the sphere and satisfy \(\langle\tilde p_i|\tilde\phi_j\rangle=\delta_{ij}\). One possible choice is \(\tilde p_i=w(r)\tilde\phi_i/\langle\tilde\phi_i|w|\tilde\phi_i\rangle\), where \(w\) is positive inside the sphere and zero outside. The s and p projectors are then orthogonal to each other's smooth wave through their angular factors. Applied to the smooth hybrid, they return

\[
c_s=\cos\alpha,\qquad c_p=\sin\alpha .
\]

Inside the sphere \(\tilde\psi=\sum_ic_i\tilde\phi_i\), so the reconstruction gives \(\psi=\sum_ic_i\phi_i\) there. Subtracting the two densities, multiplying by \(z\) and integrating gives

\[
\Delta\langle z\rangle=\sum_{ij}c_ic_jM_{ij},\qquad
M_{ij}=\int_{r<r_c}(\phi_i\phi_j-\tilde\phi_i\tilde\phi_j)\,z\,d^3r .
\]

By parity \(M_{ss}=M_{pp}=0\). The two equal off-diagonal elements are

\[
M_{sp}=d_{\rm in}-\tilde d_{\rm in}=0.33202-0.39600=-0.06398 .
\]

Hence \(\Delta\langle z\rangle=2c_sc_pM_{sp}=-0.06398\sin2\alpha\). For the sp hybrid,

\[
\langle z\rangle_{\rm smooth}+\Delta\langle z\rangle
=3.06398-0.06398=3.00000 ,
\]

in agreement with the all-electron value. The dipole moments are:

- smooth density alone: \(-7.79\) D;
- smooth density with augmentation: \(-7.63\) D;
- all-electron density: \(-7.63\) D.

The agreement rests on the smooth hybrid being a combination of the two smooth partial waves inside the sphere. Suppose instead that \(\tilde\psi=\sum_ic_i\tilde\phi_i+\chi\) there, with a remainder \(\chi\) that satisfies \(\langle\tilde p_i|\chi\rangle=0\), so that the \(c_i\) are still the projector coefficients. The reconstructed orbital is \(\sum_ic_i\phi_i+\chi\), and the difference of the squares contains the additional term

\[
2\sum_i c_i\int_{r<r_c}\chi\,(\phi_i-\tilde\phi_i)\,z\,d^3r ,
\]

which the formula with \(M_{ij}\) omits. The angular integrals let only the s, p and d parts of \(\chi\) enter this term. If an applied field distorts the orbital so that the term is not negligible, more partial waves with these angular momenta are needed.

### 5. The missing charge and a moved nucleus

The smooth density also has the wrong total charge. Define \(q_{ij}\) by the same integral as \(M_{ij}\), without the factor \(z\). Since s and p are orthogonal in angle, \(q_{sp}=0\). The true waves have norm 1, so each diagonal element is 1 minus the norm of the smooth wave.

For s, the outside norm uses \(J_3=142e^{-4}\) and \(J_2=26e^{-4}\):

\[
\frac{J_4-4J_3+4J_2}8=\frac{824-568+104}8e^{-4}=45e^{-4}.
\]

Inside, \(r^2dr=64x^2dx\), and the factor \(64/8\) is 8. With \(S^2=1+4x^2+2x^4-4x^6+x^8\),

\[
\int_0^1x^2S^2dx=\frac13+\frac45+\frac27-\frac49+\frac1{11}=\frac{3692}{3465},
\]
\[
q_{ss}=1-\left(45+8\cdot\frac{3692}{3465}\right)e^{-4}=0.01967 .
\]

For p, the outside norm is \(J_4/24=(103/3)e^{-4}\). Inside,

\[
P^2=\frac{121}{16}-\frac{55}4x^2+\frac{83}8x^4-\frac{15}4x^6+\frac9{16}x^8,
\]
\[
\int_0^1x^4P^2dx=\frac{121}{80}-\frac{55}{28}+\frac{83}{72}-\frac{15}{44}+\frac9{208}
=\frac{18169}{45045},
\]
\[
q_{pp}=1-\left(\frac{103}3+\frac{128}3\cdot\frac{18169}{45045}\right)e^{-4}=0.05596 .
\]

The charge missing from the smooth hybrid, in electrons, is

\[
\Delta N=\cos^2\alpha\,q_{ss}+\sin^2\alpha\,q_{pp}.
\]

For the sp hybrid this is \(\tfrac12(0.01967+0.05596)\approx0.0378\), and the smooth norm is \(0.9622\).

Dividing the smooth dipole by this norm does not repair it. The result is \(3.184\,a_0\), about 6% too large. The smooth density has too little charge but too large a first moment, and division by a number below 1 increases that moment further.

Now move the whole atom so that its nucleus is at \(z=Z\). Every electron position becomes \(Z\) plus its position relative to the nucleus. The two contributions to the first moment are

\[
\text{smooth: } Z(1-\Delta N)+\langle z\rangle_{\rm smooth},
\qquad
\text{augmentation: } Z\,\Delta N+\Delta\langle z\rangle .
\]

Their sum is \(Z+3\sin2\alpha\), as it must be. For \(Z=10\) and the sp hybrid, the smooth part is \(9.622+3.064=12.686\). The augmentation part is \(0.378-0.064=0.314\), and the sum is \(13.000\). The augmentation has changed sign because its charge term now outweighs its dipole about the nucleus.

The proton contributes \(+Z\) to the dipole of the atom in units of \(ea_0\). With augmentation, the total is \(Z-(Z+3)=-3\), independent of \(Z\), as expected for a neutral system. With the smooth electron density alone it is

\[
Z-Z(1-\Delta N)-\langle z\rangle_{\rm smooth}=Z\,\Delta N-\langle z\rangle_{\rm smooth},
\]

which is \(-2.686\) for \(Z=10\). This dipole depends on the origin because the smooth electron charge does not balance the proton. It equals \(-3\) when \(Z=0.06398/0.0378\approx1.7\). That agreement is a cancellation between the missing charge and the wrong dipole, and it is lost at any other position.

## Comparison of the estimate with the exact solution

For the sp hybrid with the nucleus at the origin:

| Quantity | Scaling | Exact |
|---|---:|---:|
| all-electron \(\langle z\rangle\) / \(a_0\) | 4 | 3 |
| augmentation \(\Delta\langle z\rangle\) / \(a_0\) | −0.13 | −0.064 |
| size of correction relative to dipole | 3% | 2.1% |

For this sphere the estimate gives the correct sign and the correct order of magnitude, and it overestimates the correction by a factor of about two. The agreement is partly fortunate. The estimate contains no \(r_c\), while the correction depends strongly on it: the same matching gives \(M_{sp}=-0.013\) for \(r_c=2.5\), \(-0.079\) for \(r_c=5\), \(-0.014\) for \(r_c=6\) and \(+0.48\) for \(r_c=8\), where the sign is reversed. The closeness of 4 to 3 also comes from dropped factors offsetting each other: the range \(0<r<L\) holds only \(0.33\) of the true value 3, while the slope of \(R_p\) at the nucleus is \(1/\sqrt{24}\approx0.20\) rather than \(L^{-5/2}\approx0.03\).

Its assumption about where the densities differ can be examined by dividing the inside integrals at the node:

- For \(0<r<2\), the true contribution is \(-0.0225\) and the smooth one is \(+0.0150\). Their difference is \(-0.0375\).
- For \(2<r<4\), the true contribution is \(0.3545\) and the smooth one is \(0.3810\). Their difference is \(-0.0265\).

The nodal region supplies about 59% of the correction. The opposite signs assumed in the estimate are present there, but the remaining 41% comes from beyond the node. Part of the reason is continuity. At \(r=2\) the true s wave is zero while the smooth one is still positive, so just outside the node the smooth product must remain the larger. The difference fades only as the waves approach their matching point.

The estimate also explains why the smooth dipole is fairly good although the smooth s wave is qualitatively wrong near the nucleus. The weight \(r^3\), together with the linear growth of the p wave, suppresses small distances. In this example the region outside the sphere supplies \(2.668\) of the total \(3\), and there the two densities are identical.

Changing the hybrid does not change the relative error about the nucleus, because the smooth and true dipoles both contain the factor \(\sin2\alpha\). For the sp³ hybrid, with \(\cos^2\alpha=\tfrac14\), the smooth value is \(2.653\,a_0\), the augmentation is \(-0.055\,a_0\), and their sum is the all-electron value \(2.598\,a_0\). The missing charge does change, since with \(r_c=4\) the p wave loses more charge than the s wave: the smooth norm falls to \(0.953\). With this sphere the sp³ hybrid is therefore more sensitive to a shift of origin when augmentation is omitted.

The numerical check integrates the complete hybrid densities directly and treats the moved atom on a separate grid fixed in space.

## Computed values

```
augmentation radius                     4.0 a0
outside part of <s|z|p>                 2.66798 a0
true inside part of <s|z|p>             0.33202 a0
smooth inside part of <s|z|p>           0.39600 a0
augmentation moment M_sp                -0.06398 a0
missing charge q_ss                     0.01967 electrons
missing charge q_pp                     0.05596 electrons
sp: projector coefficients c_s, c_p     0.70711 0.70711
sp: smooth <z>                          3.06398 a0
sp: augmentation <z>                    -0.06398 a0
sp: smooth + augmentation <z>           3.00000 a0
sp: all-electron <z>                    3.00000 a0
sp: relative error of smooth <z>        2.13 %
sp: smooth norm                         0.96219 electrons
sp: missing charge                      0.03781 electrons
sp: renormalised smooth <z>             3.18439 a0
sp: 0-2 a0 true, smooth, difference     -0.02249 0.01499 -0.03748 a0
sp: 2-4 a0 true, smooth, difference     0.35451 0.38100 -0.02649 a0
sp: dipole moment, smooth only          -7.7879 D
sp: dipole moment, with augmentation    -7.6252 D
sp: dipole moment, all-electron         -7.6252 D
moved atom: nucleus at z                10.0 a0
moved atom: smooth first moment         12.68583 a0
moved atom: augmentation first moment   0.31417 a0
moved atom: sum                         13.00000 a0
moved atom: lab grid smooth             12.686 a0
moved atom: lab grid all-electron       13.000 a0
moved atom + proton, smooth only        -2.68583 e a0
moved atom + proton, augmented          -3.00000 e a0
sp3: smooth <z>                         2.65348 a0
sp3: augmentation <z>                   -0.05541 a0
sp3: smooth + augmentation <z>          2.59808 a0
sp3: all-electron <z>                   2.59808 a0
sp3: smooth norm                        0.95311 electrons
```
